\section*{Nottingham heating and its inversion for field-emitted electrons, part 1}

(Sections cited here and not found follow in the second part.)

\section{An exponential barrier: from the cold emitter to the inversion}

\subsection{Definitions and conventions}

A metal occupies the region to the left of a plane surface, and electrons tunnel out along $+z$ under a strong applied field. The total energy $E$ of an electron is measured from the Fermi level, here the chemical potential of the emitter at its temperature $T$. The metal is described by free electrons of mass $m$ whose band bottom lies at $-E_b$. With $k_z$ the wave number normal to the surface and $k_t$ the wave number parallel to it, the normal energy is
\begin{equation}
W=\frac{\hbar^2k_z^2}{2m}-E_b ,\qquad E=W+\frac{\hbar^2k_t^2}{2m}.
\end{equation}
The barrier depends on $z$ alone, so $k_t$ is conserved and the transmission probability $D$ depends on $W$ alone. The tunnelling decay energy $d$ is defined by
\begin{equation}
\frac1d=\left.\frac{d\ln D}{dW}\right|_{W=0},\qquad D_F=D(0).
\end{equation}
Thus $d$ is the energy over which the transmission changes by a factor $\mathrm e$ at the Fermi level. It is a property of the barrier, not of the temperature.

The occupation is $f(E)=1/(1+\mathrm e^{E/kT})$, where $k$ without a subscript, next to $T$, is Boltzmann's constant. The elementary charge $e$ is positive, and $J$ denotes the magnitude of the emitted current density. A bar denotes an average over the emitted current, not over the electrons inside the metal. Energies are given in eV, lengths in nm and fields in V/nm. The work function and band depth are held fixed when $T$ is varied.

In this first half $\ln D$ is taken to be linear in $W$ over the energies that contribute:
\begin{equation}
D(W)=D_F\,\mathrm e^{W/d}.
\end{equation}
The second half derives $d$ for an actual barrier and finds the error of this straight line.

\subsection{How many electrons arrive at each energy}

The density of electrons in a cell $d^3k$, both spins included, is $2f\,d^3k/(2\pi)^3$. Their flux towards the surface is this density times $v_z=\hbar k_z/m$, and a fraction $D(W)$ gets through. Therefore
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int_{k_z>0}d^3k\;\frac{\hbar k_z}{m}\,f(E)\,D(W).
\end{equation}
Use cylindrical coordinates, $d^3k=2\pi k_t\,dk_t\,dk_z$. Differentiating the definition of $W$ gives $(\hbar k_z/m)\,dk_z=dW/\hbar$. At fixed $W$, differentiating $E$ gives $k_t\,dk_t=(m/\hbar^2)\,dE$. The prefactors combine as
\begin{equation}
\frac{2e}{8\pi^3}\,(2\pi)\,\frac1\hbar\,\frac{m}{\hbar^2}=\frac{me}{2\pi^2\hbar^3}\equiv A_0 .
\end{equation}
The region of integration is $W>-E_b$, $E>W$. Taking $W$ first and $E$ second covers the same region with $-E_b<W<E$, so
\begin{equation}
J=\int_{-E_b}^{\infty}j(E)\,dE,\qquad
j(E)=A_0 f(E)\int_{-E_b}^{E}D(W)\,dW .
\end{equation}
The inner integral collects all ways of sharing a given total energy between normal and parallel motion. For the exponential transmission it is
\begin{equation}
\int_{-E_b}^{E}D_F\mathrm e^{W/d}dW=D_F d\left(\mathrm e^{E/d}-\mathrm e^{-E_b/d}\right).
\end{equation}
When the band is many $d$ deep, the second term is negligible except close to the band bottom, where hardly any emitted electrons originate. With $E_b=10$ eV and $d=0.2205$ eV, the values of the example, it is smaller than the first term at the Fermi level by $\mathrm e^{-45}$. Dropping it, and extending the range of $E$ to $-\infty$ with an error of the same kind, gives
\begin{equation}
j(E)=A_0D_Fd\,\frac{\mathrm e^{E/d}}{1+\mathrm e^{E/kT}} .
\end{equation}
The parallel motion has changed the prefactor but has left the exponent $E/d$ intact. This is why a decay energy defined through the normal energy governs the distribution in total energy.

\subsection{The simple case: a cold emitter}

At $T=0$ states below the Fermi level are filled and those above are empty. The distribution is then proportional to $\mathrm e^{E/d}$ for $E<0$. Its normalization is $\int_{-\infty}^0\mathrm e^{E/d}dE=d$. Integration by parts gives
\begin{equation}
\int_{-\infty}^0E\,\mathrm e^{E/d}dE
=\left[dE\,\mathrm e^{E/d}\right]_{-\infty}^0-d\int_{-\infty}^0\mathrm e^{E/d}dE=-d^2 .
\end{equation}
The mean energy is therefore $\bar E=-d$. Tunnelling favours electrons near the Fermi level, but the electrons available at $T=0$ all lie below it.

Each departure leaves an empty state below the Fermi level. If an electron arrives through the circuit at the Fermi level to restore the charge, the energy it releases in settling into the metal is on average $d$. This is Nottingham heating in its cold limit. Raising the temperature supplies electrons above the Fermi level, which have a better chance of escape, and the sign of the balance is then in question.

\subsection{The general case: a warm emitter}

The normalization and every moment of $j(E)$ follow from one integral,
\begin{equation}
I(s)=\int_{-\infty}^{\infty}\frac{\mathrm e^{sE}}{1+\mathrm e^{E/kT}}\,dE .
\end{equation}
For $E\to-\infty$ the integrand behaves as $\mathrm e^{sE}$, and for $E\to+\infty$ as $\mathrm e^{(s-1/kT)E}$. Convergence needs $0<s<1/kT$. At the physical value $s=1/d$ this is the condition $kT<d$.

Put $x=E/kT$ and $p=skT$, so that $0<p<1$ and $I=kT\,K$ with
\begin{equation}
K=\int_{-\infty}^{\infty}g(x)\,dx,\qquad g(x)=\frac{\mathrm e^{px}}{1+\mathrm e^x}.
\end{equation}
Integrate $g$ anticlockwise around the rectangle with corners $-L$, $L$, $L+2\pi i$ and $-L+2\pi i$. On the right side $|g|\le\mathrm e^{pL}/(\mathrm e^L-1)$, and on the left side $|g|\le\mathrm e^{-pL}/(1-\mathrm e^{-L})$. Both bounds vanish as $L\to\infty$ because $0<p<1$. On the top side $g(x+2\pi i)=\mathrm e^{2\pi ip}g(x)$, and the direction of travel is reversed. The sides together give $(1-\mathrm e^{2\pi ip})K$.

The denominator vanishes inside the rectangle at $x=i\pi$. Its derivative there is $\mathrm e^{i\pi}=-1$, so the residue is $-\mathrm e^{i\pi p}$. The residue theorem gives
\begin{equation}
(1-\mathrm e^{2\pi ip})K=-2\pi i\,\mathrm e^{i\pi p}.
\end{equation}
Dividing by $\mathrm e^{i\pi p}$ turns the bracket into $\mathrm e^{-i\pi p}-\mathrm e^{i\pi p}=-2i\sin\pi p$. Hence $K=\pi/\sin\pi p$ and
\begin{equation}
I(s)=\frac{\pi kT}{\sin(\pi kTs)} .
\end{equation}
Since $J=A_0D_Fd\,I(1/d)$, the current density is
\begin{equation}
J=A_0D_Fd\,\frac{\pi kT}{\sin(\pi kT/d)} .
\end{equation}
As $T\to0$ the last fraction tends to $d$, which recovers the cold normalization and $J=A_0D_Fd^2$.

Differentiating $I(s)$ under the integral brings down a factor $E$. This is permitted inside the convergence interval, where the exponential tails also suppress any power of $E$. The mean is therefore a logarithmic derivative:
\begin{equation}
\bar E=\left.\frac{I'(s)}{I(s)}\right|_{s=1/d}
=\left.\frac{d}{ds}\Big[\ln(\pi kT)-\ln\sin(\pi kTs)\Big]\right|_{s=1/d}.
\end{equation}
The first term does not depend on $s$, and the second yields the law for the mean energy,
\begin{equation}
\boxed{\;\bar E=-\pi kT\cot\frac{\pi kT}{d},\qquad 0<kT<d.\;}
\end{equation}
A second logarithmic derivative gives $I''/I-(I'/I)^2$, which is the variance:
\begin{equation}
S^2=\overline{E^2}-\bar E^2=\frac{(\pi kT)^2}{\sin^2(\pi kT/d)} .
\end{equation}

Direct numerical integration over energy at $kT/d=0.1$, $0.3$, $0.5$ and $0.7$ reproduces the mean within $10^{-6}kT$ and the standard deviation within $10^{-5}kT$. The counting of states was tested separately by summing over $k_z$ and $k_t$ without first passing to $j(E)$. At $kT/d=0.3$ and $0.6$ that sum agrees with the current formula within a relative $10^{-3}$ and with the mean within $10^{-3}d$.

\subsection{Limits of the law}

Let $u=\pi kT/d$, so that $\bar E=-d\,u\cot u$. For small $u$,
\begin{equation}
u\cot u=\frac{u(1-u^2/2+\cdots)}{u(1-u^2/6+\cdots)}=1-\frac{u^2}{3}+\cdots ,
\end{equation}
and therefore
\begin{equation}
\bar E=-d+\frac{\pi^2(kT)^2}{3d}+\cdots .
\end{equation}
The cold result returns, and the first thermal correction raises the mean.

The rise continues over the whole interval. Differentiation gives
\begin{equation}
\frac{d}{du}(-u\cot u)=-\cot u+\frac{u}{\sin^2u}
=\frac{2u-\sin2u}{2\sin^2u}>0,
\end{equation}
because $\sin2u<2u$ for positive $u$. The mean can therefore cross zero at most once for $0<u<\pi$.

At the upper end write $u=\pi-\epsilon$, where $\epsilon=\pi(1-kT/d)$. Then $\cot u\simeq-1/\epsilon$ and
\begin{equation}
\bar E\simeq\frac{\pi d}{\epsilon}=\frac{d}{1-kT/d}.
\end{equation}
This agrees with a direct view of the distribution. Above the Fermi level it falls as $\exp[-E(1/kT-1/d)]$, and this long tail has mean energy $kTd/(d-kT)$, with the same leading divergence. The divergence belongs to the exponential model. A transmission probability cannot exceed one, so the straight line for $\ln D$ must fail at high enough energy, and the true mean stays finite.

\subsection{The inversion}

The cotangent vanishes at $\pi/2$, so $\bar E=0$ at
\begin{equation}
kT^*=\frac d2 .
\end{equation}
The distribution shows why. Setting $1/d=1/(2kT)$ and dividing numerator and denominator by $\mathrm e^{E/2kT}$ gives
\begin{equation}
\frac{\mathrm e^{E/2kT}}{1+\mathrm e^{E/kT}}=\frac{1}{2\cosh(E/2kT)} .
\end{equation}
This is even in $E$. Below the Fermi level the tail decays at the rate $1/d$, set by tunnelling. Above it the rate is $1/kT-1/d$, because the loss of thermal population is partly offset by easier tunnelling. The two rates are equal when $1/kT=2/d$.

For the heat, consider a region of metal behind the emitting surface in a steady state. An emitted electron removes the energy $E$, and its replacement brings in an energy whose mean is $\varepsilon_r$. The heat left per electron is
\begin{equation}
\eta=\varepsilon_r-\bar E .
\end{equation}
If replacements enter at the Fermi level, $\varepsilon_r=0$ and
\begin{equation}
\eta=\pi kT\cot\frac{\pi kT}{d},\qquad q=\frac{J}{e}\,\eta ,
\end{equation}
where $q$ is the heat per unit area and time. It is positive for $kT<d/2$ and negative for $kT>d/2$. Resistive heating inside the metal is a separate term. A negative $q$ means that emission removes heat, not that the temperature of the emitter must fall.

\subsection{Numbers for one decay energy}

Take $d=0.2205$ eV and $D_F=7.15\times10^{-5}$, obtained in the second half for a field of 5 V/nm. The inversion is at $kT^*=0.1103$ eV, or $T^*=1280$ K. There $S=\pi kT^*=\pi d/2=0.346$ eV, so a vanishing mean does not imply a narrow distribution.

At 300 K, $kT=0.02585$ eV and $u=\pi(0.1172)=0.368$. Hence
\begin{equation}
\bar E=-\pi(0.02585)\cot(0.368)=-0.2105\ \text{eV}.
\end{equation}
The current density is $5.76\times10^4$ A/cm$^2$. One electron volt per electron corresponds to one watt per ampere, so
\begin{equation}
q=(5.76\times10^4)(0.2105)\ \text{W/cm}^2=12.1\ \text{kW/cm}^2 .
\end{equation}
At 900 K the mean is $-0.1225$ eV and the current density $6.96\times10^4$ A/cm$^2$, which gives $8.5$ kW/cm$^2$. At 1500 K, $u=\pi(0.5861)=1.841$ lies beyond $\pi/2$, the mean is $+0.1127$ eV and the current density is $1.08\times10^5$ A/cm$^2$. The heat flux is then $-12.1$ kW/cm$^2$. These three fluxes rest on the exponential transmission. The full transmission of the barrier in the second half gives 10.7, 7.2 and $-11.4$ kW/cm$^2$ at 300, 900 and 1500 K. Between 300 and 900 K the heat flux falls although the current rises, because the heat per electron falls faster.

\section{A real barrier: the decay energy and the error of the law}

\subsection{Symbols and results carried over}

Energies $E$ (total) and $W$ (normal) are measured from the Fermi level, the band bottom is at $-E_b$, and $1/d$ is the slope of $\ln D(W)$ at $W=0$. For an exponential $D$ and $kT<d$, the emitted current has mean energy and variance
\begin{equation}
\bar E=-\pi kT\cot\frac{\pi kT}{d},\qquad
S^2=\frac{(\pi kT)^2}{\sin^2(\pi kT/d)} .
\end{equation}
The distribution is $j(E)\propto f(E)\int^ED(W)dW$, with $f$ the Fermi function. The heat per electron is $\eta=\varepsilon_r-\bar E$, where $\varepsilon_r$ is the replacement energy. With $\varepsilon_r=0$ it changes sign at $kT^*=d/2$. Also needed is $\int \mathrm e^{sE}f\,dE=\pi kT/\sin(\pi kTs)$.

For an exponential transmission, the mean energy of the emitted electrons rises through the Fermi level at $kT=d/2$, where emission changes from heating to cooling if replacements enter at the Fermi level. It remains to derive $d$ for an actual barrier, to find the error of the exponential law, and to see how the replacement energy moves the thermal balance.

Numerical values quoted here were computed with a short program.
